# Algebraic tails and divergent high moments of Pearson IV implant profiles

## Definitions and conventions

Let $x$ be the depth below the wafer surface, $R_p$ the mean of the fitted profile, and $s=x-R_p$. The profile is the dose times a density $f(s)$ with unit area. Its moments are

$$\mu_k=\int_{-\infty}^{\infty}s^k f(s)\,ds,$$

$$\mu_1=0,\quad \mu_2=\sigma^2,\quad \mu_3=\gamma\sigma^3,\quad \mu_4=\beta\sigma^4 .$$

Here $\sigma$ is the standard deviation, $\gamma$ the skewness and $\beta$ the kurtosis, which is 3 for a Gaussian. A moment is called finite when the integral of $|s|^k f$ converges. Positive $s$ is the deep side.

A Pearson density obeys

$$Q(s)f'(s)=(s-a)f(s),\qquad Q=b_0+b_1s+b_2s^2 .$$

It is of type IV when $Q$ is a true quadratic without a real zero. It then extends over the whole line, including positions above the surface and behind the wafer. The statements about divergence concern this fitted function. The implanted ions occupy a finite wafer, so all their moments are finite.

## The quadratic term sets the power

At large $|s|$ the equation gives

$$\frac{f'}{f}=\frac{s-a}{b_0+b_1s+b_2s^2}=\frac{1}{b_2s}+O(s^{-2}).$$

A normalizable density must fall, so $b_2<0$. Write $b_2=-1/p$. The leading term integrates to $-p\ln|s|$. The remainder is integrable at infinity and adds a finite constant to $\ln f$ on each side. Therefore

$$f(s)\to A_\pm|s|^{-p},\qquad s\to\pm\infty,$$

with positive constants $A_\pm$. An exponential tail would need $f'/f$ to approach a nonzero constant. Here it decays as $1/s$, because the denominator is one degree higher than the numerator.

In the tail, the integrand of the absolute moment of order $n$ is proportional to $|s|^{n-p}$. Its integral converges if and only if $n-p<-1$, that is,

$$n<p-1 .$$

This is the link between tail and moments. It remains to find $p$ from the four fitted numbers.

## The four moments fix the power

Multiply the Pearson equation by $s^n$ and integrate. On the left, integration by parts leaves the boundary term $s^nQf$, which behaves as $|s|^{n+2-p}$. It vanishes if $n+2<p$. The derivative of $s^nQ$ then gives

$$-nb_0\mu_{n-1}-(n+1)b_1\mu_n-(n+2)b_2\mu_{n+1}=\mu_{n+1}-a\mu_n .$$

Collecting terms,

$$[1+(n+2)b_2]\mu_{n+1}=[a-(n+1)b_1]\mu_n-nb_0\mu_{n-1}.$$

For $n=0$, zero mean requires $a=b_1$. The bracket before $\mu_n$ is then $-nb_1$. The cases $n=1$ and $n=2$ give

$$b_0=-\sigma^2(1+3b_2),\qquad b_1=-\tfrac12\gamma\sigma(1+4b_2).$$

For $n=3$,

$$(1+5b_2)\beta\sigma^4=-3(b_1\gamma\sigma^3+b_0\sigma^2).$$

Insert $b_0$ and $b_1$, divide by $\sigma^4$, set $b_2=-1/p$ and multiply by $p$:

$$\beta(p-5)=\tfrac32\gamma^2(p-4)+3(p-3).$$

Now write $p-4=(p-5)+1$ and $p-3=(p-5)+2$. Moving the terms with $p-5$ to the left and doubling gives

$$(p-5)D=3(\gamma^2+4),\qquad D=2\beta-3\gamma^2-6,$$

$$\boxed{p=5+\frac{3(\gamma^2+4)}{D}}$$

A finite fourth moment needs $p>5$. Since $\gamma^2+4$ is positive, this is the same as $D>0$. A type IV fit to four finite moments thus has a convergence limit $p-1$ above 4, but this limit is finite. The four input moments exist, while every order at or above $p-1$ diverges.

The absence of real zeros is a further condition, $4b_0b_2>b_1^2$. With the coefficients above it becomes

$$16(p-3)>\gamma^2(p-4)^2 .$$

For fixed $\gamma$ with $0<\gamma^2<32$ this is an upper limit on $p$, hence a lower limit on $\beta$. For $\gamma^2\ge32$ it cannot be met with $p>5$, and no kurtosis gives type IV. A large kurtosis makes $D$ large and brings $p$ down towards 5. When $D\ge3(\gamma^2+4)$, $p\le6$ and already the fifth moment diverges.

## Skewness sets the tail amplitudes

The closed density shows what skewness does. Factor $-1/p$ out of $Q$ and complete the square:

$$Q=-\frac1p\left[(s-s_0)^2+w^2\right],$$

$$s_0=\frac{pb_1}{2}=-\frac{\gamma\sigma(p-4)}{4},\qquad w^2=\sigma^2(p-3)-s_0^2 .$$

The type IV condition is $w^2>0$. Since $a=b_1=2s_0/p$, we have $p(s_0-a)=(p-2)s_0$. Splitting $s-a$ into $(s-s_0)+(s_0-a)$ gives

$$\frac{f'}{f}=-\frac{p(s-s_0)+(p-2)s_0}{(s-s_0)^2+w^2}.$$

The first part integrates to a logarithm and the second to an arctangent. With $u=(s-s_0)/w$,

$$f=K(1+u^2)^{-p/2}e^{-\nu\arctan u},\qquad \nu=\frac{(p-2)s_0}{w},$$

where $K$ normalizes the area. At the two ends the arctangent tends to $\pm\pi/2$, so

$$A_\pm=Kw^p e^{\mp\pi\nu/2},\qquad \frac{A_+}{A_-}=e^{-\pi\nu}.$$

Positive skewness makes $s_0$ and $\nu$ negative and raises the deep tail. The exponential factor saturates: it changes the amplitude but cannot turn the power law into an exponential. At fixed $p$, skewness leaves the convergence limit unchanged. At fixed $\beta$ it also changes $p$ through $D$.

## Two limits without an algebraic tail

First let $D\to0^+$ at $\gamma=0$. Then $s_0=\nu=0$ and

$$f=K\left[1+\frac{s^2}{\sigma^2(p-3)}\right]^{-p/2},\qquad p=5+\frac{6}{\beta-3}.$$

For fixed $s$ and $p\to\infty$, this tends to a Gaussian proportional to $e^{-s^2/(2\sigma^2)}$. For any finite $p$ the algebraic tail is still present, but it starts beyond a distance of order $\sigma\sqrt{p-3}$, which moves outwards.

For $\gamma>0$, setting $D=0$ gives $b_2=0$, $b_0=-\sigma^2$ and $b_1=-\gamma\sigma/2$. This is no longer type IV. The density starts at $s=-2\sigma/\gamma$, and at large $s$

$$\frac{f'}{f}=\frac{s-b_1}{b_0+b_1s}\to-\frac{2}{\gamma\sigma}.$$

The tail is exponential with decay length $\gamma\sigma/2$, apart from a power prefactor, and every moment is finite. Removing the quadratic term therefore removes the divergence.

## An implant in silicon

Take $R_p=70$ nm, $\sigma=25$ nm, $\gamma=0.5$, $\beta=4.25$ and a dose of $10^{14}$ cm$^{-2}$. The mean and width are rough values for 100 keV arsenic in silicon. The skewness and kurtosis are chosen to give a clear type IV example. For this ion and energy, random collisions in amorphous silicon alone give a positive skewness and a kurtosis near or below 3. The Pearson fit is then not of type IV, so the numbers below illustrate the function and do not predict a measured profile. The chosen kurtosis exceeds the type IV threshold, which is 3.47 for a skewness of 0.5. Then

$$D=8.5-0.75-6=1.75,$$

$$p=5+\frac{3(4.25)}{1.75}=12.29 .$$

The convergence limit is 11.29. Order 11 is the last finite integer order, and order 12 is the first divergent one.

The limit is sensitive to kurtosis. With $\gamma$ held at 0.5, $\beta=4.15$ gives $p=13.23$ and $\beta=4.35$ gives $p=11.54$. The first divergent integer order becomes 13 or 11. A change of 0.1 in a fitted kurtosis moves it by one.

For the amplitudes, $s_0=-25.9$ nm, $w=71.6$ nm and

$$\nu=\frac{10.29(-25.9)}{71.6}=-3.72 .$$

At equal distances from the mean, the ratio of the deep tail to the shallow one tends to about $1.2\times10^5$. It does so slowly: at 1 µm it is still $3.7\times10^4$. The shallow tail at such distances lies above the surface, so this ratio is a property of the fitted function only. Both tails have the same power.

## How the twelfth moment diverges

Cut an even moment at $\pm L$. Its derivative with respect to $L$ is $L^n[f(L)+f(-L)]$, so for $n>p-1$ its leading growth is

$$M_n(L)\sim\frac{A_++A_-}{n+1-p}L^{n+1-p}.$$

At $n=p-1$ the growth is logarithmic. For $n=12$ the power is $13-12.286=0.714$. Direct quadrature of the moment added between $10^8\sigma$ and $10^9\sigma$, and between $10^9\sigma$ and $10^{10}\sigma$, gives a growth power of 0.71429.

For odd orders, the two tails enter with opposite signs. A symmetric cut can make them cancel when $\gamma=0$, but the absolute moment still diverges. The convergence criterion is unchanged.

Inside the wafer the twelfth moment is finite but depends strongly on the chosen cut-off. Starting at the surface, it is $6.0\times10^7\sigma^{12}$ up to a depth of 703 nm (the greatest range estimated from stopping below), $2.6\times10^9\sigma^{12}$ up to 10 µm, and $7.9\times10^{10}\sigma^{12}$ up to the back of a 775 µm wafer. The last step is a factor of 30, whereas the leading power alone would give about 22. At 10 µm the leading term alone is $3.6\times10^9\sigma^{12}$, the weaker tail terms add $0.5\times10^9\sigma^{12}$, and the constant term of the expansion in $L$ is $-1.5\times10^9\sigma^{12}$. This constant is negative, so it is not the contribution of the body of the profile. It is the finite part left once the power terms are subtracted, and to these digits it equals the number that the continued recursion returns below. It lowers the value at 10 µm by more than the weaker terms raise it, which makes the step larger than 22.

The last finite moment also depends on remote distances. Of the eleventh moment on the whole line, $4.5\times10^7\sigma^{11}$, 14% comes from beyond the back of the wafer. The fourth moment behaves differently: 0.003% of it comes from depths beyond 703 nm. Four moments can describe the main profile while saying almost nothing directly about its far tail.

The moment recursion gives a warning of its own. Put $k=n+1$ and multiply the general relation by $p$:

$$(p-k-1)\mu_k=(k-1)\left[\frac{\gamma\sigma(p-4)}2\mu_{k-1}+\sigma^2(p-3)\mu_{k-2}\right].$$

This holds for $k<p-1$. If it is continued to $k=12$, the left factor is $-0.714$ and the formula returns $-1.5\times10^9\sigma^{12}$. A twelfth moment of a positive density cannot be negative. The discarded boundary term now grows as $L^{0.714}$, like the cut moment itself, so the recursion has lost its justification.

## What the four finite moments do not determine

The algebraic tail comes from the Pearson equation together with the four moments. The moments alone do not imply it. A mixture of two Gaussians of equal width shows this.

Let the deeper Gaussian have weight $q=0.0251$ and let the peaks be separated by $d=69.57$ nm $=2.783\sigma$. The peak position is a two-valued random variable, with variance, third central moment and fourth cumulant

$$q(1-q)d^2=0.19\sigma^2,$$

$$q(1-q)(1-2q)d^3=0.50\sigma^3,$$

$$q(1-q)[1-6q(1-q)]d^4=1.25\sigma^4 .$$

Cumulants of independent variables add, and a Gaussian has none above the second. Giving each Gaussian the variance $0.81\sigma^2$ therefore reproduces the total variance, $\gamma=0.5$ and $\beta-3=1.25$. The overall mean is placed at $R_p$.

All moments of this mixture are finite, and its twelfth is $2.2\times10^5\sigma^{12}$. The Pearson fit has the same first four moments, yet its twelfth moment is already about 280 times larger when cut at 703 nm.

The exponential limit gives a second comparison. With $\gamma$ and $\sigma$ held fixed and $\beta$ lowered to 3.375, so that $D=0$, the tail decays over 6.25 nm and the twelfth moment is $1.2\times10^5\sigma^{12}$. This case does not share the kurtosis of the implant. Since $b_0$ and $b_1$ change together with $b_2$, it compares two members of the Pearson family, one with the quadratic term and one without. The mixture instead keeps all four moments and changes the functional form.

## Where the power law becomes visible

The local power on the deep side is

$$r(s)=-\frac{d\ln f}{d\ln s}=p\,\frac{s(s-a)}{(s-s_0)^2+w^2}.$$

Expanding at large $s$ and using $a=2s_0/p$,

$$r=p\left[1+\frac{2s_0(1-1/p)}{s}+O(s^{-2})\right].$$

Here the correction is about $-48\ \mathrm{nm}/s$. Setting it to $-0.1$ gives $s\approx480$ nm, or a depth near 550 nm. The full expression reaches $0.9p$ at 594 nm, where the fitted concentration is $2.6\times10^{10}$ cm$^{-3}$. At the much higher level of $10^{15}$ cm$^{-3}$, reached at 253 nm, the local power is 8.6 instead of 12.3. A fit confined to concentrations above that level does not sample the asymptotic regime.

## Weighing the effects left out

The real range is limited by stopping. In atomic units, the Lindhard–Scharff electronic stopping force is $\kappa v$, where

$$\kappa=\frac{8\pi N Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}} .$$

Here $N$ is the atomic density of silicon, $Z_1=33$ and $Z_2=14$. For an ion of mass $M$, $Mv\,dv/d\ell=-\kappa v$ along the path $\ell$. Hence $dv/d\ell=-\kappa/M$, and the path ends at $\ell=Mv_0/\kappa$, where $v_0$ is the initial speed. For 100 keV arsenic this is about 700 nm.

Nuclear stopping is omitted, which lengthens the path, but the electronic stopping of a channelled ion may be smaller than this formula gives. The result is an estimate of the greatest range, not a strict bound. The fit places $1.9\times10^4$ ions per cm$^2$ beyond it. If the stopping is halved and the range doubled, about 7 ions per cm$^2$ remain beyond. Both numbers are negligible against the dose, yet this remote part of the function controls the divergent moments.

Channelling is the largest neglected effect on the concentration among those sized here. Suppose that an additional 2% of the dose forms an exponential tail starting at $R_p$, with a decay length of 30 nm. These are assumed values; the real ones depend on crystal orientation, beam tilt and damage. At 300 nm this tail contributes $3.1\times10^{14}$ cm$^{-3}$, against $1.3\times10^{14}$ cm$^{-3}$ from the Pearson profile. The total is about 3.5 times the Pearson value.

Beyond 560 nm the Pearson tail is the larger of the two. It stays larger: its decay rate is below $p/s$, which at that depth is $12.3/490=0.025$ nm$^{-1}$ and falls further with depth, while the exponential keeps the rate $1/30=0.033$ nm$^{-1}$. With these assumed values, the Pearson profile thus decays more slowly than the channelled tail far out and yet is too low at 300 nm. The crossing lies at about $5\times10^{10}$ cm$^{-3}$, far below usual background doping, and it depends strongly on the assumed decay length. With 40 nm it moves to about 1000 nm, beyond the range estimate. With 20 nm the Pearson profile is the larger at all depths beyond 150 nm.

The other effects are smaller for these settings:

- The fit puts 0.16% of its area above the surface.
- An anneal of 10 s with an assumed constant diffusivity of $10^{-15}$ cm$^2$/s has $\sqrt{2D_{\mathrm{diff}}t}=1.4$ nm and raises $\sigma$ by 0.16%. Diffusion enhanced by damage or high doping would raise it more.
- With an assumed sputter yield of 3 atoms per ion, the removed thickness is $3\times10^{14}/(5\times10^{22})$ cm, or 0.06 nm.

For this implant, the Pearson form can serve as a description of the main peak if its four moments are suitable. Its high moments should not be used as properties of the ions: the twelfth is set by the cut-off, and even the finite eleventh has a sizeable contribution from outside the wafer. The numerical output lists the main values used here.

## Values computed for the example and the checks

```
ion energy: 100 keV
mean range Rp: 70 nm
standard deviation sigma: 25 nm
skewness: 0.5
kurtosis: 4.25
dose: 1e+14 cm^-2
type IV kurtosis threshold: 3.4746
D: 1.75
tail power p: 12.286
moment limit p-1: 11.286
p at kurtosis 4.15: 13.226
p at kurtosis 4.35: 11.538
centre s0: -25.893 nm
width w: 71.646 nm
nu: -3.7173
normalization K: 0.01004 nm^-1
deep/shallow tail ratio: 1.18e+05
last finite order: 11
its moment / sigma^order: 4.5096e+07
its share beyond wafer back: 14.4 %
first divergent integer order: 12
false recursion value / sigma^12: -1.5115e+09
measured growth power, distant decades: 0.71429
M12/sigma^12 cut at range estimate: 6.01e+07
M12/sigma^12 cut at 10 um: 2.61e+09
M12/sigma^12 cut at wafer back: 7.944e+10
wafer thickness: 775 um
gamma control kurtosis: 3.375
gamma control M12/sigma^12: 1.2066e+05
gamma control decay length: 6.25 nm
mixture minor share: 2.51 %
mixture peak separation: 69.57 nm
mixture M12/sigma^12: 2.1611e+05
depth where local power is 0.9 p: 593.7 nm
concentration there: 2.59e+10 cm^-3
depth at 1e15 cm^-3: 252.9 nm
local power there: 8.629
fit outside surface: 0.156 %
electronic-only range estimate: 703 nm
fit dose beyond estimate: 1.9e+04 cm^-2
fit dose beyond twice estimate: 6.67 cm^-2
fourth-moment share beyond estimate: 0.00297 %
assumed channelled share: 2 %
assumed channel decay length: 30 nm
Pearson concentration at 300 nm: 1.27e+14 cm^-3
channelled concentration at 300 nm: 3.12e+14 cm^-3
Pearson exceeds channelled beyond: 560 nm
assumed anneal diffusivity: 1e-15 cm^2/s
assumed anneal time: 10 s
anneal diffusion length: 1.41 nm
sigma increase by anneal: 0.16 %
assumed sputter yield: 3 atoms/ion
sputtered thickness: 0.06 nm
```
